\section*{Multiple steady wafer temperatures in exothermic etching with limited radical supply}

\section{The balance}

\textit{Q.} An etch reaction that releases heat warms the wafer, and a warmer wafer etches faster. But the wafer also loses more heat as it warms. Why should there be more than one temperature at which the two agree?

\textit{A.} Because cooling grows linearly with temperature while an Arrhenius rate curves upward, and a straight line can cut a bent curve more than once. To count the crossings we need a definite model. Let the wafer have one uniform temperature $T$. Let it consume radicals at a flux $\Gamma$ per unit area and time, each consumed radical releasing heat $q$. It is cooled by a stage at $T_c$ with coefficient $h$, and receives a constant extra load $P$ from the plasma. In steady state
\begin{equation}
q\Gamma(T)+P=h(T-T_c).
\end{equation}
Moving $P$ to the right gives
\begin{equation}
q\Gamma(T)=h(T-T_0),\qquad T_0=T_c+\frac{P}{h}.
\label{balance}
\end{equation}
A constant load therefore only shifts the effective coolant temperature to $T_0$.

\textit{Q.} You will now put an Arrhenius law for $\Gamma$. That assumes the surface always finds enough radicals.

\textit{A.} It would, so the supply must be part of the law. Let the radical density be $n_0$ outside a transport layer and $n_s$ at the wafer. The layer passes a flux $g(n_0-n_s)$, where $g$ is its conductance, and the surface consumes $kn_s$, a first-order reaction. In steady state these fluxes are equal:
\begin{equation}
g(n_0-n_s)=kn_s\quad\Rightarrow\quad n_s=\frac{g\,n_0}{g+k}.
\end{equation}
Define the kinetic flux at undepleted density, $\kappa=kn_0$, and the greatest supply, $G=gn_0$. Multiplying numerator and denominator of $\Gamma=kn_s$ by $n_0$ gives
\begin{equation}
\Gamma=\frac{gkn_0}{g+k}=\frac{\kappa G}{\kappa+G},\qquad
\kappa=\kappa_0e^{-T_a/T},\quad T_a=\frac{E}{k_B}.
\label{series}
\end{equation}
Here $E$ is the barrier. For $\kappa\ll G$ the surface sets the rate, $\Gamma\simeq\kappa$; for $\kappa\gg G$ transport sets it, $\Gamma\simeq G$.

\section{Tangency}

\textit{Q.} What does this do to the steady temperatures, before any counting?

\textit{A.} It confines them. Write $x=T-T_0$ for the temperature rise and $\phi=\Gamma/G=\kappa/(\kappa+G)$ for the used fraction of the supply. Equation (\ref{balance}) becomes
\begin{equation}
\phi=\frac{hx}{qG}=\frac{x}{D},\qquad D=\frac{qG}{h}.
\label{phi}
\end{equation}
Since $0<\phi<1$ at any finite positive $\kappa$, every steady state obeys
\begin{equation}
T_0<T<T_0+D.
\label{bound}
\end{equation}
The length $D$ on the temperature axis is the rise that would follow if every radical that can arrive reacted. No barrier or prefactor enters it.

\textit{Q.} And when do two crossings appear or vanish?

\textit{A.} When the heating curve touches the cooling line. Values and slopes then agree:
\begin{equation}
q\Gamma=hx,\qquad q\Gamma'=h.
\label{touch}
\end{equation}
Dividing the second by the first gives $\Gamma'/\Gamma=1/x$. The logarithmic slope follows from $\ln\Gamma=\ln\kappa+\ln G-\ln(\kappa+G)$ with $G$ constant:
\begin{equation}
\frac{\Gamma'}{\Gamma}=\frac{\kappa'}{\kappa}\left(1-\frac{\kappa}{\kappa+G}\right)
=\frac{T_a}{T^2}(1-\phi),
\label{slope}
\end{equation}
because $\kappa'/\kappa=T_a/T^2$. Depletion multiplies the temperature sensitivity by the unused fraction of the supply. With $\phi=x/D$ the tangency condition is
\begin{equation}
T_a\,x\left(1-\frac{x}{D}\right)=(T_0+x)^2.
\label{tangency}
\end{equation}
Expanding the square and collecting powers of $x$,
\begin{equation}
\left(1+\frac{T_a}{D}\right)x^2-(T_a-2T_0)x+T_0^2=0.
\label{quadratic}
\end{equation}
Its discriminant is
\begin{align}
\Delta&=(T_a-2T_0)^2-4T_0^2\left(1+\frac{T_a}{D}\right)\nonumber\\
&=T_a\left(T_a-4T_0-\frac{4T_0^2}{D}\right),
\end{align}
the terms $4T_0^2$ having cancelled. The two tangencies are
\begin{equation}
x_\mp=\frac{T_a-2T_0\mp\sqrt{\Delta}}{2(1+T_a/D)}.
\label{roots}
\end{equation}

\textit{Q.} So there are multiple states if $\Delta>0$?

\textit{A.} They are then possible. The condition $\Delta>0$ requires
\begin{equation}
T_a>4T_0\quad\text{and}\quad D>D_c=\frac{4T_0^2}{T_a-4T_0}.
\label{criterion}
\end{equation}
The first inequality makes $T_a-2T_0$ positive, so both roots are positive: their sum and product are positive. Both also lie below $D$, since the right side of (\ref{tangency}) is positive and the left side must be too. Whether the wafer actually has several states depends further on $\kappa_0$.

\section{How many states}

\textit{Q.} A tangency is a local event. How do you know that there are three states between the tangencies, and not five?

\textit{A.} Turn the question round: for a given rise $x$, which prefactor makes it steady? From $\phi/(1-\phi)=\kappa/G$ and $\phi=x/D$,
\begin{equation}
\kappa_0(x)=G\,\frac{x}{D-x}\,\exp\left(\frac{T_a}{T_0+x}\right).
\label{inverse}
\end{equation}
This is a single-valued function that goes from zero at $x\to0$ to infinity at $x\to D$. Its logarithmic derivative is
\begin{align}
\frac{d\ln\kappa_0}{dx}&=\frac1x+\frac1{D-x}-\frac{T_a}{(T_0+x)^2}\nonumber\\
&=\frac{D(T_0+x)^2-T_ax(D-x)}{x(D-x)(T_0+x)^2}.
\label{derivative}
\end{align}
The numerator is $D$ times the left side of (\ref{quadratic}). If $\Delta>0$, the function rises up to $x_-$, falls to $x_+$, and rises again. A horizontal line at height $\kappa_0$ therefore cuts it three times for
\begin{equation}
\kappa_0(x_+)<\kappa_0<\kappa_0(x_-),
\label{window}
\end{equation}
twice at either end value, and once outside. If $\Delta\le0$, the function rises throughout and the state is unique for every $\kappa_0$. As $\kappa_0$ is raised slowly, the cold state disappears at $\kappa_0(x_-)$, which is ignition. As it is lowered, the hot state disappears at $\kappa_0(x_+)$, which is extinction. Here $T_0$, $T_a$, $G$, $q$ and $h$ are held fixed.

The criterion was tested by counting crossings of heating and cooling over a scan of $\kappa_0$. For $(T_0,T_a)=(300,4000)$, $(350,5802)$ and $(450,9000)$ K, the largest count was one at $D=0.8D_c$ and three at $D=1.3D_c$.

\textit{Q.} What happens at $D=D_c$ itself?

\textit{A.} Ignition and extinction merge in a cusp. There $\Delta=0$ gives $1+T_a/D_c=(T_a-2T_0)^2/(4T_0^2)$, so
\begin{align}
x_c&=\frac{T_a-2T_0}{2(1+T_a/D_c)}=\frac{2T_0^2}{T_a-2T_0},\\
T&=T_0+x_c=\frac{T_0T_a}{T_a-2T_0},\\
\phi&=\frac{x_c}{D_c}=\frac{T_a-4T_0}{2(T_a-2T_0)}<\frac12.
\end{align}
At the cusp less than half of the supply is used. There $\kappa<G$, so depletion matters even where the surface reaction is still the slower step.

\textit{Q.} Are all three states physical?

\textit{A.} All three balance, but the middle one does not persist. With heat capacity $C$ per unit area, $C\,dT/dt=q\Gamma-hx$. A small deviation grows as $e^{\lambda t}$, with
\begin{equation}
\lambda=\frac{q\Gamma'-h}{C}=\frac hC\left[\frac{T_a}{T^2}\,x\left(1-\frac xD\right)-1\right],
\label{lambda}
\end{equation}
where (\ref{slope}) and $q\Gamma=hx$ were used. Comparison with the first line of (\ref{derivative}) gives
\begin{equation}
\lambda=-\frac hC\,x\left(1-\frac xD\right)\frac{d\ln\kappa_0}{dx}.
\end{equation}
States on the rising parts of $\kappa_0(x)$ are stable, and the one on the falling part is unstable.

\section{What supply does to the hot branch}

\textit{Q.} If I drop the supply limit, do I not keep the same two tangencies?

\textit{A.} You keep two, but the upper one moves out of reach. For $D\to\infty$ condition (\ref{tangency}) becomes $T^2-T_aT+T_aT_0=0$, so
\begin{equation}
T_\mp=\frac{T_a}{2}\left(1\mp\sqrt{1-\frac{4T_0}{T_a}}\right).
\label{unlimited}
\end{equation}
For $T_0\ll T_a$ the lower one is $T_-\simeq T_0+T_0^2/T_a$: ignition needs a small rise. The upper one lies above $T_a/2$, thousands of kelvin for a barrier of half an electronvolt. A hot state beyond it exists where the exponential itself saturates, far outside the use of the rate law.

With finite supply the hot branch lies in $x_+<x<D$. To see how narrow this is, rewrite (\ref{tangency}) as $D-x=D(T_0+x)^2/(T_ax)$. If $x_+$ is close to $D$, we may set $x=D$ on the right:
\begin{equation}
D-x_+\simeq\frac{(T_0+D)^2}{T_a},\qquad (T_0+D)^2\ll T_aD.
\label{width}
\end{equation}

\textit{Q.} The bound $T_0+D$ may be generous. Can it be sharpened without solving for the root?

\textit{A.} Yes. Steady states are fixed points of
\begin{equation}
M(x)=\frac{D}{1+G/\kappa(T_0+x)},
\end{equation}
and $M$ increases with $x$ because $\kappa$ does. Start from $x^{(0)}=D$ and set $x^{(n+1)}=M(x^{(n)})$. Since $M(D)<D$, the sequence falls. Since $D$ exceeds the hottest root $x_h=M(x_h)$, monotonicity keeps every iterate above $x_h$. The limit is a fixed point no smaller than $x_h$, hence $x_h$ itself. Every iterate is an upper bound.

\section{A resist-stripping example}

\textit{Q.} Which process has a barrier large enough?

\textit{A.} Stripping of photoresist by oxygen atoms downstream of a plasma is a candidate. Take $E=0.5$ eV, so $T_a=5802$ K, and $q=4$ eV per consumed atom. Let $n_0=5\times10^{15}$ cm$^{-3}$ and $g=320$ cm/s, so $G=1.6\times10^{18}$ cm$^{-2}$s$^{-1}$. The wafer stands above a stage at 340 K with $h=0.005$ W/(cm$^2$K) and $P=0.05$ W/cm$^2$. Then $T_0=340+0.05/0.005=350$ K and
\begin{equation}
D=\frac{1.025\ \mathrm{W/cm^2}}{0.005\ \mathrm{W/(cm^2K)}}=205\ \mathrm K,\qquad
D_c=\frac{4(350)^2}{5802-1400}=111\ \mathrm K.
\end{equation}
Multiplicity is possible. In (\ref{roots}), $\sqrt\Delta=3417.5$ K and $1+T_a/D=29.29$, so
\begin{equation}
x_\mp=\frac{5102.3\mp3417.5}{58.59}\ \mathrm K=28.8\ \text{and}\ 145.4\ \mathrm K.
\end{equation}
Inserted in (\ref{inverse}), these give ignition at $\kappa_0=1.17\times10^{24}$ and extinction at $4.76\times10^{23}$ cm$^{-2}$s$^{-1}$. Without a supply limit ignition would come at $1.02\times10^{24}$. Supply delays it because (\ref{inverse}) equals the unlimited requirement divided by $1-x/D$, which raises the curve at every $x$.

\textit{Q.} And the temperatures for a prefactor inside that interval?

\textit{A.} For $\kappa_0=9\times10^{23}$ cm$^{-2}$s$^{-1}$ they are 362, 413 and 539 K. With 2.5 oxygen atoms consumed per carbon and $5\times10^{22}$ carbon atoms per cm$^3$, the cold and hot states remove 0.44 and 7.1 $\mu$m/min. The hot state uses 92\% of the supply. As a check, the rate law gives $\kappa=9\times10^{23}e^{-5802.3/539.23}=1.91\times10^{19}$ cm$^{-2}$s$^{-1}$ and hence $\phi=1.91/(1.91+0.16)=0.923$. Heating is then $0.923\times1.025=0.946$ W/cm$^2$, and the cooling $hx$ is $0.005\times189.2=0.946$ W/cm$^2$. The bounds on its temperature are 555, 543 and 540 K at the first three stages. The estimate (\ref{width}) gives $D-x_+\simeq53$ K, against 60 K from (\ref{roots}).

With $C=0.12$ J/(cm$^2$K), deviations from the middle state grow at 0.020 s$^{-1}$, an e-folding time of 50 s. Integrating the heat equation from 1 K below and 1 K above that state led to the cold and the hot state respectively.

\textit{Q.} An operator does not turn $\kappa_0$. He changes the stage temperature or the plasma power.

\textit{A.} The local condition stays the same, but the switching values differ. For fixed $\kappa_0$ and $G$, the balance reads $T_0=T-D\phi(T)$. Its turning points have $D\phi'=1$, which is $q\Gamma'=h$ again. They lie at $T_0=357$ K for ignition and 324 K for extinction. The example is thus 7 K below ignition.

The radical density scales $\kappa_0$ and $G$ together, so $\phi(T)$ is unchanged while $D\propto n_0$. The density needed at temperature $T$ is proportional to $x/\phi(T)$. Its turning points satisfy $1/x=\phi'/\phi$, which is again the ratio of the two equations (\ref{touch}). With $T_0$ held at 350 K, ignition comes at $6.3\times10^{15}$ and extinction at $4.1\times10^{15}$ cm$^{-3}$.

\section{How far the model can be trusted}

\textit{Q.} At 540 K a wafer radiates. You have left that out.

\textit{A.} Yes, and at the hot state it matters. With effective emissivity 0.5 and surroundings at 340 K, radiation at the linear model's hot temperature is 0.20 W/cm$^2$, about a fifth of the linear cooling there. Solving again with radiation, all other settings fixed, lowers the hot state from 539 to 489 K. The three-state interval becomes $7.9\times10^{23}$ to $1.37\times10^{24}$ cm$^{-2}$s$^{-1}$, so the chosen prefactor still lies inside, but only some 14\% above extinction. This depends on the emissivity, which is not well known and may be larger under a thick organic film: above about 0.66 the chosen prefactor falls below extinction and only the cold state, near 357 K, remains. With the larger $q=4.75$ eV discussed below, three states persist up to an emissivity of at least 0.9. The upper bound in (\ref{bound}) survives, since radiation to cooler surroundings only adds to the loss.

\textit{Q.} Oxygen atoms also recombine on the surface, releasing heat without etching.

\textit{A.} Take 2.6 eV per atom for that channel. With radiation included, a recombination probability of $3\times10^{-4}$ lowers ignition to about $1.3\times10^{24}$, and $10^{-3}$ lowers it to $1.18\times10^{24}$ cm$^{-2}$s$^{-1}$. The hot state moves by less than 1 K. Stronger recombination matters more: $3\times10^{-3}$ brings ignition down to $9.5\times10^{23}$ cm$^{-2}$s$^{-1}$, and at $10^{-2}$ the three-state interval has vanished, leaving one state at 481 K. The supply bound holds here too: the two channels together consume at most $G$, and neither releases more than 4 eV per atom.

\textit{Q.} Does the resist last long enough for a steady state to mean anything?

\textit{A.} A 50 $\mu$m film does. It lasts 423 s at the hot rate, against a thermal time $C/h=24$ s. The approach can be much slower than $C/h$, however, because the wafer lingers near the middle state: in the linear model, a start 1 K above that state needs about 290 s and 21 $\mu$m of resist to come within 5 K of the hot state. A thin film may be gone before the hot state is reached: with the constant $C$ used here, each micrometre releases enough heat to warm the wafer by 67 K without cooling. At least 2.8 $\mu$m is then needed to go from $T_0$ to the hot state by reaction heat alone, and more with cooling. The heat capacity of silicon in fact grows by about 18\% from 300 to 540 K, which raises the 2.8 $\mu$m to about 3.2 $\mu$m and the 290 s to about 330 s.

\textit{Q.} How close is all this to a real stripper?

\textit{A.} The inputs are rough. The value of $q$ is probably low: if 2.5 oxygen atoms turn each carbon of a hydrocarbon-like resist fully into CO$_2$ and water vapour, formation enthalpies give about 4.75 eV per atom. In the linear model this would raise the hot state to about 585 K and lower ignition to $9.6\times10^{23}$ cm$^{-2}$s$^{-1}$, barely above the chosen prefactor. A barrier near 0.5 eV and removal of some micrometres per minute are plausible for hot stripping. The radical density is high: at 1 Torr and 400 K it would be about a fifth of all gas particles. The value of $h$ suits a wafer separated from its stage by a gas gap of a few tenths of a millimetre at 1 Torr; a wafer clamped with helium behind it is cooled much better. Linear cooling fails noticeably in the example: radiation lowers the hot state by the 50 K found above. Uniformity may fail too: heat spreads sideways in the silicon over 3 to 4 cm, less than the radius of a 200 mm wafer, so one temperature for the whole wafer is an idealization. The temperature drop across the film, 2.4 K, is minor. Warming of the gas layer could raise $G$ by about 20\% if transport grows as the 0.75 power of its mean temperature; $D$ would stay put only if $h$ rose equally, and at unchanged $h$ the linear model's hot state would rise by about 46 K, or by about 59 K if $G$ keeps following the wafer temperature as it rises. The implied reaction probability at 539 K is 0.18, which is admissible, but the same law exceeds unity at high temperature, so the unlimited hot root has no meaning. Charring of the resist and changes of its chemistry on heating are not modelled and could alter the hot state substantially.

\textit{Q.} What would you do to exclude the jump altogether?

\textit{A.} Within the linear model, make $D<D_c$. At fixed $T_0=350$ K and fixed supply this means
\begin{equation}
h>\frac{qG}{D_c}=\frac{1.025}{111.3}\ \mathrm{\frac{W}{cm^2K}}=0.0092\ \mathrm{\frac{W}{cm^2K}},
\end{equation}
a little under twice the present cooling. The state is then unique whatever the prefactor, as long as $T_0$ stays at 350 K. If the stage temperature and the load are held instead, stronger cooling also lowers $T_0$ and with it $D_c$: the threshold becomes 0.0095 W/(cm$^2$K) for a stage at 340 K and 0.0127 W/(cm$^2$K) for one at 300 K. Alternatively, (\ref{criterion}) can be read as a condition on the barrier:
\begin{equation}
E>4k_BT_0\left(1+\frac{T_0}{D}\right)=0.33\ \mathrm{eV}
\end{equation}
is needed for multiplicity at the present supply and cooling. Unlimited supply would require just $4k_BT_0=0.12$ eV. A reaction with a barrier of 0.2 eV would pass the unlimited criterion, yet has a unique steady temperature here. The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Barrier E: 0.5 eV
Activation temperature Ta: 5802.3 K
Heat per O atom q: 4 eV
O density n0: 5e+15 cm^-3
Transport conductance g: 320 cm/s
Supply limit G: 1.6e+18 cm^-2 s^-1
Kinetic prefactor kappa0: 9e+23 cm^-2 s^-1
Cooling coefficient h: 0.005 W/(cm2 K)
Stage temperature Tc: 340 K
Constant heat load P: 0.05 W/cm2
Effective coolant temperature T0: 350 K
Greatest reaction heating qG: 1.025 W/cm2
Greatest rise D: 205.08 K
Upper temperature bound T0+D: 555.08 K
Critical rise Dc: 111.31 K
Cusp temperature: 398.02 K
Cusp supply fraction: 0.4314 (dimensionless)
Least barrier, unlimited supply: 0.1206 eV
Least barrier, this supply: 0.3265 eV
Fold rises, ignition and extinction: 28.76, 145.42 K
Fold kappa0, ignition and extinction: 1.174e+24, 4.758e+23 cm^-2 s^-1
Cold state: T=361.78 K, supply fraction=0.0574, removal=0.441 um/min, growth rate=-0.02116 1/s
Middle state: T=412.61 K, supply fraction=0.3053, removal=2.345 um/min, growth rate=0.02010 1/s
Hot state: T=539.23 K, supply fraction=0.9227, removal=7.086 um/min, growth rate=-0.02951 1/s
First three bounds on hot T: 555.08, 543.18, 540.34 K
Unlimited-supply fold temperatures: 374.12, 5428.1 K
Unlimited-supply ignition kappa0: 1.023e+24 cm^-2 s^-1
Unlimited-supply hot root: 1.154e+08 K (unphysical)
T0 at ignition and extinction: 356.71, 324.06 K
O density at ignition and extinction: 6.313e+15, 4.112e+15 cm^-3
Recombination heat per O atom: 2.6 eV
Emissivity 0.5, recombination probability 0: three-state kappa0 7.93e+23 to 1.37e+24 cm^-2 s^-1; T = 358.4, 435.6, 488.6 K
Emissivity 0, recombination probability 0.0003: three-state kappa0 4.77e+23 to 1.11e+24 cm^-2 s^-1; T = 365.5, 410.7, 539.1 K
Emissivity 0.5, recombination probability 0.0003: three-state kappa0 7.93e+23 to 1.3e+24 cm^-2 s^-1; T = 361.3, 434.7, 488.4 K
Emissivity 0.5, recombination probability 0.001: three-state kappa0 7.93e+23 to 1.18e+24 cm^-2 s^-1; T = 368.1, 432.4, 487.8 K
Radiation at linear-model hot T, emissivity 0.5: 0.2018 W/cm2
Film temperature drop, conductivity 0.002 W/(cm K): 2.365 K
Resist thickness: 50 um
Resist carbon density: 5e+22 cm^-3
O atoms consumed per C: 2.5 (dimensionless)
Wafer heat capacity: 0.12 J/(cm2 K)
Film lifetime at hot rate: 423.3 s
Thermal time C/h: 24 s
Adiabatic wafer rise per um resist: 66.76 K/um
Least resist to heat wafer T0 to hot T: 2.835 um
Lateral length, 0.0725 cm Si at 1 W/(cm K): 3.808 cm
Gas-layer transport factor, mean T to power 0.75: 1.197 (ratio)
Implied reaction probability at hot T: 0.1809 (dimensionless)
\end{verbatim}
